# Why Platinum Diffusion near 730 C Counts Stored Vacancies in Silicon

## The situation

A silicon crystal cooled from the melt can retain far more vacancies than its equilibrium number at a later process temperature. They are hard to see directly. One method diffuses platinum into the wafer for some minutes at 700 to 750 C, cools it, and measures substitutional platinum against depth. That profile is read as the vacancy profile before the anneal.

The reading needs justification, because platinum can become substitutional in two ways. It can fill a stored vacancy, or it can push a silicon atom off its site. The second route needs no stored vacancy. With the rates used below, its forward reaction alone, unopposed for 20 min, would make more substitutional platinum than the vacancies do. The question is what holds it back.

## Species, reactions and assumptions

Let $i$, $s$, $V$ and $I$ be the concentrations of interstitial platinum, substitutional platinum, stored vacancies and silicon self-interstitials. A star marks equilibrium at the anneal temperature. The reactions are

- Frank-Turnbull: $\mathrm{Pt}_i+V\rightleftharpoons \mathrm{Pt}_s$
- kick-out: $\mathrm{Pt}_i\rightleftharpoons \mathrm{Pt}_s+I$
- recombination: $I+V\rightleftharpoons 0$

Their net rates must vanish at equilibrium. With mass-action kinetics,

$$R_F=k_F\left(iV-i^*V^*\frac{s}{s^*}\right),\quad R_K=k_K\left(F^2\frac{i}{i^*}-sI\right),\quad R_R=k_R(IV-I^*V^*),$$

where $F^2=I^*s^*$. Reactions are taken as diffusion limited, so $k=4\pi r(D_a+D_b)$ with capture radius $r$; substitutional platinum is immobile. Both wafer faces hold $i$, $V$ and $I$ at equilibrium.

The example is a 700 µm wafer with $V_0=10^{13}$ cm$^{-3}$, annealed for 1200 s at 730 C, with $r=0.5$ nm. The other inputs are rough round values:

| Species | $D$ (cm²/s) | Equilibrium (cm⁻³) |
|---|---|---|
| Pt$_i$ | $5\times10^{-6}$ | $10^{13}$ |
| $I$ | $10^{-7}$ | $3\times10^{7}$ |
| $V$, bound | $10^{-9}$ | $3\times10^{9}$ |
| Pt$_s$ | 0 | $10^{16}$ |

The small $D_V$ represents vacancies bound to oxygen, assumed still open to capture by platinum. The products $D_VV^*$ and $D_II^*$ are set equal by choice.

## Contribution 1: site counting

Adding the reactions and the diffusion terms gives

$$\partial_t s=R_F+R_K,\qquad \partial_t V=D_VV''-R_F-R_R,\qquad \partial_t I=D_II''+R_K-R_R.$$

In the combination $Q=s+V-I$ every reaction rate cancels:

$$\partial_t Q=D_VV''-D_II''.$$

Reactions cannot change $Q$; transport of vacancies or self-interstitials can. Initially $s=0$ and $I$ is negligible, so $Q=V_0$. If the bulk exchanges no native defects with its surroundings, and $V$ and $I$ end up small, then $s=V_0$.

This holds whichever path the platinum takes. Kick-out followed by recombination of the ejected atom with a vacancy has the net effect $\mathrm{Pt}_i+V\to\mathrm{Pt}_s$, which is Frank-Turnbull incorporation. Kick-out spoils the count only through self-interstitials that survive in place or leave.

## Contribution 2: Frank-Turnbull capture

The first-order rate per interstitial platinum atom at the start is $k_FV_0=31$ s$^{-1}$ for capture by a vacancy. For forward kick-out it is $k_KF^2/i^*=1.9\times10^{-3}$ s$^{-1}$. Capture therefore wins the initial race by a factor of about $1.7\times10^4$.

How many vacancies stay unfilled? Setting $R_F=0$ at $i=i^*$ gives $V=V^*s/s^*$. The unfilled fraction is $V^*/s^*=3\times10^{-7}$, which is negligible.

## Contribution 3: delivery of platinum

Capture needs platinum at the site. Since capture is fast, take a sharp front at depth $X(t)$: behind it the vacancies are filled, ahead of it $i=0$. Diffusion behind the front, with $i=i^*$ at the face, has the solution

$$i=i^*\left[1-\frac{\operatorname{erf}(x/2\sqrt{D_it})}{\operatorname{erf}\lambda}\right],\qquad X=2\lambda\sqrt{D_it}.$$

The flux reaching the front is

$$-D_i\,\partial_xi\big|_X=i^*\sqrt{\frac{D_i}{\pi t}}\,\frac{e^{-\lambda^2}}{\operatorname{erf}\lambda}.$$

It must fill the vacancies swept per unit time, $V_0\,dX/dt=V_0\lambda\sqrt{D_i/t}$. Equating the two gives

$$\sqrt{\pi}\,\lambda e^{\lambda^2}\operatorname{erf}\lambda=\frac{i^*}{V_0}.$$

Here $i^*/V_0=1$ and $\lambda=0.62$. Fronts from the two faces meet at depth $h=350$ µm after

$$t_m=\frac{1}{D_i}\left(\frac{h}{2\lambda}\right)^2=159\ \text{s}.$$

A numerical solution of all four reaction-diffusion equations, with no sharp front imposed, has the mid-wafer vacancies half consumed at 156 s. A front of finite width should arrive slightly early: interstitial platinum penetrates about $\sqrt{D_i/(k_FV_0)}\approx4$ µm ahead, and the front moves at $h/2t_m\approx1.1$ µm/s. That gives an offset of a few seconds, the size of the difference. The mesh is not the main cause: with kick-out off, narrowing the mid-wafer cells from 5 to 1.75 µm moves the calculated time by only 0.4 s. An anneal of 1200 s is ample for these inputs; with $i^*$ ten times smaller the fronts would meet only after about 1270 s.

## Contribution 4: kick-out in a closed bulk

Forward kick-out at $i=i^*$ proceeds at $k_KF^2=1.9\times10^{10}$ cm$^{-3}$s$^{-1}$. Over 1200 s that amounts to $2.3\times10^{13}$ cm$^{-3}$, more than twice $V_0$. Slow forward kinetics is therefore not the protection. The reverse reaction is.

Each event leaves a self-interstitial, and the substitutional platinum already made by vacancy filling offers it many places to react back. The relaxation rate is $k_Ks\approx0.6$ s$^{-1}$ at $s=10^{13}$ cm$^{-3}$, so balance comes within seconds. Setting $R_K=0$ gives $I=F^2/s$. Inserting this and $V=V^*s/s^*$ into $Q$,

$$s\left(1+\frac{V^*}{s^*}\right)-\frac{F^2}{s}=Q.$$

Dropping the tiny $V^*/s^*$, setting $Q=V_0$ and multiplying by $s$ gives $s^2-V_0s-F^2=0$. The positive root is

$$s=\frac{V_0+\sqrt{V_0^2+4F^2}}{2}.$$

There are two limits. For $V_0\gg F$, expanding the root gives $s\simeq V_0+F^2/V_0$. For $V_0=0$, $s=F$. Kick-out thus sets a floor,

$$F=\sqrt{3\times10^{7}\times10^{16}}=5.5\times10^{11}\ \text{cm}^{-3}.$$

At $V_0=10^{13}$ cm$^{-3}$ the addition is $3\times10^{23}/10^{13}=3\times10^{10}$ cm$^{-3}$, or 0.3 % of $V_0$. More vacancies mean less kick-out, because the platinum that fills them suppresses it.

In the full wafer calculation, the reading at a depth of 175 µm is $1.0031\times10^{13}$ cm$^{-3}$. With kick-out switched off and all else fixed it is $1.0003\times10^{13}$. The difference, $2.9\times10^{10}$ cm$^{-3}$, isolates the kick-out part and agrees with the formula to about 4 %. A wafer with no excess vacancies gives $5.45\times10^{11}$ cm$^{-3}$ at its centre, within 1 % of the predicted floor.

A separate integration of the reactions in a closed volume at fixed $i=i^*$ counts events by type. For $V_0=10^{13}$ cm$^{-3}$, 99.7 % of the net incorporation is Frank-Turnbull. Making kick-out 100 times faster left the final total within $10^{-4}$, relative, of the equilibrium law, as expected: site counting fixes $Q$, and the equilibrium reached at that $Q$ does not depend on the rates.

The law also corrects a reading. From $s-F^2/s=V_0$, a measured $1.24\times10^{12}$ cm$^{-3}$ corresponds to $1.24\times10^{12}-0.24\times10^{12}=1.00\times10^{12}$ cm$^{-3}$ of vacancies. Without correction, the kick-out error stays below 10 % if $s<1.1V_0$. Then $F^2=s(s-V_0)<0.11V_0^2$, so $V_0>3.0F\approx1.7\times10^{12}$ cm$^{-3}$. Both results apply only deep in the wafer, beyond the edge layer described next, which widens as $V_0$ falls: at $V_0=10^{12}$ cm$^{-3}$ it still raises the reading by about 7 % at a depth of 100 µm.

## Contribution 5: escape of self-interstitials

At a face, $I$ is held at $I^*$, whereas inside it is $F^2/s$, a thousand times larger here. Self-interstitials flow out, and kick-out replaces them. Suppose first that kick-out is fast enough to keep $I=F^2/s$ everywhere. Neglecting the stored $V$ and $I$ beside $s$, and vacancy transport, the $Q$ equation becomes

$$\partial_ts=-P\,\partial_x^2\left(\frac1s\right),\qquad P=D_IF^2.$$

Carrying this out gives a diffusivity $P/s^2$ for $s$. The neglected vacancy term has diffusivity $D_VV^*/s^*$. Their ratio is $(D_VV^*/D_II^*)(s/s^*)^2=10^{-6}$ in this bulk, though it approaches one where $s\to s^*$ at the face.

The nonlinear equation can be made linear. Write $v=1/s$ and $J=P\,\partial_xv$, so that $\partial_ts=-\partial_xJ$. Let $M(t)$ be the platinum taken up through one face by this process, and use the content coordinate

$$m(x,t)=\int_0^x s\,dx'-M(t),\qquad \partial_xm=s,\qquad \partial_tm=-J.$$

The last relation holds because the integral changes at the rate $J(0)-J(x)$, while $dM/dt=J(0)$. Since $\partial_x=(1/v)\partial_m$, we have $J=Pv_m/v$. The time derivative of $v$ at fixed $x$ can now be written in two ways:

$$v_t+v_m\,\partial_tm=v_t-P\frac{v_m^2}{v},$$

$$-\frac{\partial_ts}{s^2}=v^2\partial_xJ=v\,P\left(\frac{v_m}{v}\right)_m=Pv_{mm}-P\frac{v_m^2}{v}.$$

Equating them leaves $v_t=Pv_{mm}$, with $v_t$ taken at fixed $m$.

Let $s_b$ be the bulk value, and put the face at $m=-M=-2\beta\sqrt{Pt}$. The solution with $v=1/s^*$ at the face and $1/s_b$ far inside is

$$v=\frac1{s_b}-\left(\frac1{s_b}-\frac1{s^*}\right)\frac{\operatorname{erfc}(m/2\sqrt{Pt})}{1+\operatorname{erf}\beta}.$$

The face must also satisfy $dM/dt=J(0)=Ps^*v_m$. The left side is $\beta\sqrt{P/t}$; differentiating $v$ at $m=-M$ gives the right side:

$$\beta\sqrt{\frac Pt}=\sqrt{\frac{P}{\pi t}}\left(\frac{s^*}{s_b}-1\right)\frac{e^{-\beta^2}}{1+\operatorname{erf}\beta},$$

$$\sqrt\pi\,\beta e^{\beta^2}(1+\operatorname{erf}\beta)=\frac{s^*}{s_b}-1.$$

Depth follows from $dx=v\,dm$, integrated from the face. Its scale is $\sqrt{Pt}/s_b$.

With $P=3\times10^{16}$ cm$^{-4}$s$^{-1}$, $\sqrt{Pt}=6.0\times10^{9}$ cm$^{-2}$. The depth scale is 6.0 µm, $\beta=2.20$, and the uptake per face is $2\beta\sqrt{Pt}=2.6\times10^{10}$ cm$^{-2}$. Integrating $v\,dm$ to the point where $s=1.1s_b$ gives a depth of 11.65 µm. The four-species calculation, with kick-out made $10^5$ times faster and vacancy supply removed to match the assumptions, gives 11.66 µm and the same uptake to within 0.3 %.

At the diffusion-limited kick-out rate, with vacancy supply restored, the uptake falls to $8.3\times10^{9}$ cm$^{-2}$, yet the 10 % depth grows to 13.1 µm. The reason is a finite reaction length. A deficit of self-interstitials near the face decays inward over

$$L=\sqrt{\frac{D_I}{k_Ks}}=\frac1{\sqrt{4\pi rs}}\approx4.0\ \text{µm}.$$

Within $L$ the reverse reaction is weakened, so $s$ rises by roughly $k_KF^2t\,e^{-x/L}$, with prefactor $2.3\times10^{13}$ cm$^{-3}$. This equals 10 % of $V_0$ at $x=L\ln 23\approx12.5$ µm, and its integral is $9\times10^9$ cm$^{-2}$. Both estimates are close to the calculated values. In this example the slower kick-out gives a weaker but slightly broader edge. The exponential estimate of the depth should not be carried over to much longer anneals: at 4800 s it gives 18 µm, where the four-species calculation gives about 24 µm.

Half the wafer held $3.5\times10^{11}$ vacancies per cm². The edge therefore adds 2.4 % to the total platinum count, concentrated in the outer 10 to 15 µm. That layer should not be read as a vacancy profile.

## The opposite limit: kick-out in control

At long times or high temperature the two edge layers overlap and the stored vacancies are forgotten. Seek $s=s_m(t)/g(x)$, with $g=1$ at mid-wafer and $g=0$ at the faces, valid while $s_m\ll s^*$. Substitution into the equation for $s$ gives

$$s_m\frac{ds_m}{dt}=-P\,g\,g''.$$

The left side depends on $t$ and the right side on $x$, so both equal a constant, written $Pc$. Hence $s_m^2=2Pct$ and $g''=-c/g$. Multiplying by $g'$ and integrating from the centre, where $g'=0$, gives $g'^2=2c\ln(1/g)$. The half thickness is then

$$\frac d2=\int_0^1\frac{dg}{\sqrt{2c\ln(1/g)}}=\frac{1}{\sqrt{2c}}\int_0^\infty2e^{-u^2}du=\sqrt{\frac{\pi}{2c}},$$

using $g=e^{-u^2}$. Therefore $\sqrt{2c}=2\sqrt\pi/d$ and

$$s_m=\frac2d\sqrt{\pi Pt}.$$

This reading depends on wafer thickness and time, and carries no vacancy information. The 900 C runs that follow take the vacancies as unbound, with $D_V=10^{-6}$ cm²/s. At 900 C and 100 h the four-species calculation gives $1.12\times10^{15}$ cm$^{-3}$ at the centre, as does the formula. After 1200 s at 900 C, a wafer without excess vacancies already shows $5.9\times10^{13}$ cm$^{-3}$, which would hide a true $10^{13}$.

## The temperature window

The inputs are scaled with rough activation energies: 0.4 and 1.6 eV for $D_i$ and $i^*$, 1.8 and 3.1 eV for $D_I$ and $I^*$, and 1.5 eV for $s^*$. Thus $F^2$ carries 4.6 eV and $P$ carries 6.4 eV, against 2.0 eV for the delivery product $D_ii^*$. For fixed $V_0=10^{13}$ cm$^{-3}$ and wafer thickness:

| $T$ (C) | Closed-bulk kick-out / $V_0$ | Fronts meet (s) |
|---|---|---|
| 600 | 0.0001 % | 3900 |
| 700 | 0.06 % | 290 |
| 730 | 0.3 % | 160 |
| 750 | 0.8 % | 110 |
| 900 | 214 % | 17 |

At 600 C a 20 min anneal ends before platinum reaches the centre. At 900 C kick-out dominates. Between 700 and 750 C both conditions are met for this $V_0$ and these inputs. The window is only as secure as the constants: with $i^*$ ten times smaller the fronts at 700 C meet after about 2500 s, and at 750 C the 10 % edge depth has already grown to about 25 µm.

## Other sources of error

**Vacancy motion.** Vacancies that move before capture are still counted unless they reach a face, but at the wrong depth. A test profile varying between 0.5 and $1.5\times10^{13}$ cm$^{-3}$ was mapped and compared with the original, from 50 µm below the face to 15 µm short of mid-wafer. The profile is one cosine period over the half thickness $h$, with a minimum at mid-wafer. With $D_V=10^{-9}$ cm²/s the largest local relative error was about 3.5 %; at the mid-wafer minimum, outside this range, it was about 4 %. Vacancies diffuse only until they are captured, an effect of order $D_Vt_m(2\pi/h)^2\approx0.5$ %. They also drift towards the approaching fronts, which leaves a narrow dip where the fronts meet: even a uniform wafer reads about 0.6 % low at mid-wafer, and a little over 1 % low with kick-out off. Most of the error is kick-out, since switching it off lowers the largest error to about 0.3 %. Near the minimum it adds $F^2/s^2\approx1$ %, and self-interstitials then smooth the profile with diffusivity $P/s^2\approx10^{-9}$ cm²/s for the remainder of the anneal. With $D_V=10^{-6}$ cm²/s, at unchanged $D_VV^*$, the largest error was 69 %. Frank-Turnbull capture still occurs in the second case, but the map is badly distorted, with its maximum shifted towards the face.

**Cooling.** Interstitial platinum left at the end, up to $i^*$, can still kick out silicon atoms. In this model the forward rate falls on cooling, so its 730 C value times the cooling time is an upper bound. For 10 s this is $1.9\times10^{11}$ cm$^{-3}$, or 1.9 % of $V_0$. The bound is loose, because the reverse reaction continues. At fixed $i$ the balance is $I=(F^2/i^*)\,i/s$, and $F^2/i^*$ carries $4.6-1.6=3.0$ eV, so it falls on cooling and the kick-out part shrinks from its 0.3 %. In the bulk, the bound could be approached only if self-interstitials were removed as fast as they form, by internal sinks that this model omits.

**Uncertain constants.** If $F^2$ were ten times larger, the closed-bulk addition would rise from 0.3 % to 2.9 % of $V_0$. A depth map suffers more, because $P$ grows too: with $I^*$ raised tenfold, the largest error for the test profile above, over the same depth range and with bound vacancies, rises from about 3.5 % to 23 or 24 %, depending on the mesh.

For the uniform wafer, numerical error is small. Going from 130 to 67 mesh cells moved the bulk reading by less than 0.0001 % and the edge depth by 0.03 µm.

## Real wafers

The temperature, time and thickness are those of a practical platinum anneal, and $10^{13}$ cm$^{-3}$ is a plausible vacancy content for vacancy-rich silicon. The defect constants are less secure, $F^2$, $i^*$ and the mobility of bound vacancies above all, so the percentages are model results and not measured accuracies. The platinum solubility $s^*$ used here is high: published fits lie nearer $10^{13}$ cm$^{-3}$ at 730 C and $10^{15}$ cm$^{-3}$ at 900 C. With $s^*=4\times10^{13}$ cm$^{-3}$ at 730 C and the other inputs fixed, the bulk still reads $V_0$, but $F$ falls to about $3.5\times10^{10}$ cm$^{-3}$ and the 10 % edge depth to about 0.3 µm. With $s^*=1.7\times10^{15}$ cm$^{-3}$ at 900 C the closed-bulk addition is about 9 % instead of 214 %. The floor, the edge width and the 900 C figures above therefore illustrate the mechanism and are not values for real wafers. The intrinsic carrier density at 730 C is roughly $10^{18}$ cm$^{-3}$, so ordinary wafer doping near $10^{15}$ cm$^{-3}$ should barely shift the defect charge states; heavy doping could. The assumption most exposed in practice is that vacancies are immobile yet capturable. If they are mobile, local errors can reach tens of percent, as above. Vacancies locked in voids are missed by the count. A platinum silicide growing on the surface may also inject vacancies; this was not sized, and it is a further reason to distrust the near-surface region.

Under the stated conditions the bulk map works because stored vacancies supply the sites, while kick-out is stopped by its own product: self-interstitials react back within seconds and, over 20 min, escape in significant number only from a thin layer at each face.

## Table of computed values

```
wafer thickness 700 um, anneal 1200 s at 730 C
stored vacancies V0 1.00e+13 cm^-3, capture radius 0.50 nm
Pt_i: D 5.00e-06 cm^2/s, equilibrium 1.00e+13 cm^-3
self-interstitial: D 1.00e-07 cm^2/s, equilibrium 3.00e+07 cm^-3
bound vacancy pool: D 1.00e-09 cm^2/s, equilibrium 3.00e+09 cm^-3
Pt_s equilibrium 1.00e+16 cm^-3
energies (eV): D_i 0.4, Pt_i 1.6, D_I 1.8, I 3.1, Pt_s 1.5 (inputs)
F2 3.00e+23 cm^-6, floor F 5.477e+11 cm^-3, P 3.00e+16 cm^-4 s^-1
capture rate per vacancy, Frank-Turnbull 31.42 s^-1
initial rate per Pt_i: Frank-Turnbull 31.42 s^-1
initial rate per Pt_i: kick-out 1.88e-03 s^-1
closed volume V0 0.0e+00: kinetics 5.4771e+11, law 5.4771e+11 cm^-3
closed volume V0 1.0e+12: kinetics 1.2416e+12, law 1.2416e+12 cm^-3
closed volume V0 1.0e+13: kinetics 1.0030e+13, law 1.0030e+13 cm^-3
net Frank-Turnbull share of Pt_s at V0 1e13: 99.70 %
wafer reading at quarter thickness 1.0031e+13 cm^-3
law for that reading 1.0030e+13 cm^-3
reading with kick-out off 1.0003e+13 cm^-3
kick-out part 2.87e+10, law 2.99e+10 cm^-3
kick-out part relative to V0 0.29 %
front reaches mid-wafer: simulated 156.1 s, law 159.3 s
edge: beta 2.202, scale sqrt(P t)/bulk 5.98 um
edge depth (+10 %), fast kick-out 11.66 um, law 11.65 um
edge depth (+10 %), diffusion-limited kick-out 13.09 um
uptake per face, fast 2.636e+10, law 2.643e+10 cm^-2
uptake per face, diffusion-limited 8.311e+09 cm^-2
vacancies in half wafer 3.50e+11 cm^-2
no stored vacancies: mid-wafer 5.454e+11, law 5.492e+11 cm^-3
map of 0.5e13-1.5e13 profile: largest error, D_V 1e-9: 3.47 %
same map, mobile vacancies D_V 1e-6 cm^2/s: 69.2 %
900 C, no stored vacancies, 1200 s: mid-wafer 5.861e+13 cm^-3
900 C, 100 h: mid-wafer 1.122e+15, long-time law 1.124e+15 cm^-3
T (C) | closed kick-out part/V0 (%) | edge scale (um) | front meeting time (s)
600 | 0.000109 | 0.0242 | 3919
700 | 0.0581 | 1.92 | 294.1
730 | 0.299 | 5.98 | 159.3
750 | 0.842 | 12.3 | 110.5
900 | 214 | 409 | 16.88
F2 ten times larger: kick-out part/V0 2.91 %
leftover Pt_i converted in 10 s cool-down, at most 1.88e+11 cm^-3 (1.9 % of V0)
intrinsic carriers at 730 C (gap 0.85 eV, rough) 1.1e+18 cm^-3
coarser mesh (67 for 130 cells): reading shift -0.0000 %, edge shift -0.028 um
```
